# An electron above liquid helium: image binding and linear Stark tuning: test program

```python
"""Electron bound by its image above a dielectric liquid, in a pressing field.

Result under test: with V(z) = -Z e^2/(4 pi eps0 z), Z = (eps-1)/(4(eps+1)),
and an impenetrable surface at z = 0, the levels are E_n = -Z^2 Ry/n^2.
A field F adding +e F z shifts them by e F (3/2) n^2 b at first order, b = a0/Z.
The second-order shifts for n = 1, 2 are -(3/2) f^2 and -66 f^2 in units of
2 Z^2 Ry, where f = F/F0 and F0 = 2 Z^2 Ry/(e b).
Working units: nm, meV; fields are given to functions in V/m.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def image_strength(eps):
    return (eps - 1) / (4 * (eps + 1))


permittivity = 1.057          # input for liquid helium
Z = image_strength(permittivity)
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0] * 1e3
bohr = const.physical_constants["Bohr radius"][0] * 1e9
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e21       # meV nm^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e12         # meV nm
ghz_per_mev = const.e * 1e-3 / const.h * 1e-9
mev_per_nm = 1e-6             # e times 1 V/m, expressed in meV/nm

b = bohr / Z
binding = Z**2 * rydberg
field_unit = 2 * binding / b / mev_per_nm                        # V/m


# --- Image potential from the polarization charge, without an image charge ---
def potential_from_surface_charge(eps, height):
    """Work to bring a charge from infinity, in units q^2/(4 pi eps0)."""
    response = 0.0            # sigma/(eps0 E0), found by repeated polarization
    for _ in range(200):
        response = (eps - 1) * (1 - response / 2)

    def force(z):
        def ring(rho):
            s = np.hypot(rho, z)
            bare_normal_field = -z / s**3
            return 0.5 * response * bare_normal_field * rho * z / s**3
        return quad(ring, 0, np.inf, epsabs=1e-13)[0]

    return quad(force, height, np.inf, epsabs=1e-11)[0]


for eps_test in (permittivity, 2.0):
    for height in (0.7, 1.6):
        direct = potential_from_surface_charge(eps_test, height)
        formula = -image_strength(eps_test) / height
        assert abs(direct / formula - 1) < 1e-5


# --- Half-line Hamiltonian on a grid ---
box = 480.0                   # nm, far beyond the states used


def hamiltonian(field, points):
    step = box / points
    z = step * np.arange(1, points)
    diagonal = 2 * kinetic / step**2 - Z * coulomb / z
    diagonal = diagonal + field * mev_per_nm * z
    off_diagonal = np.full(points - 2, -kinetic / step**2)
    return z, step, diagonal, off_diagonal


def levels(field):
    """Lowest three levels in meV; two grids remove the step^2 error."""
    results = []
    for points in (3000, 6000):
        _, _, diagonal, off_diagonal = hamiltonian(field, points)
        results.append(eigh_tridiagonal(
            diagonal, off_diagonal, eigvals_only=True, select="i",
            select_range=(0, 2), lapack_driver="stebz"))
    return (4 * results[1] - results[0]) / 3


n = np.array([1, 2, 3])
formula_levels = -binding / n**2
free_levels = levels(0.0)
assert np.allclose(free_levels, formula_levels, rtol=1e-6, atol=0)

# Closed wave functions, including their normalization
z, step, diagonal, off_diagonal = hamiltonian(0.0, 6000)
_, vectors = eigh_tridiagonal(diagonal, off_diagonal, select="i",
                              select_range=(0, 1))
x = z / b
closed = [2 * x * np.exp(-x) / np.sqrt(b),
          (x - x**2 / 2) * np.exp(-x / 2) / np.sqrt(2 * b)]
for index in range(2):
    overlap = abs(np.sum(vectors[:, index] * closed[index])) * np.sqrt(step)
    assert abs(overlap - 1) < 1e-6

# First-order shifts: field derivative of the numerical levels
mean_height = 1.5 * n**2 * b
small = 10.0
slope = (levels(small) - levels(-small)) / (2 * small * mev_per_nm)
assert np.allclose(slope, mean_height, rtol=2e-4, atol=0)

# Second-order shifts: curvature of the numerical levels
second_order = np.array([-1.5, -66.0])
probe = 50.0
half_curvature = (levels(probe) - 2 * free_levels + levels(-probe))[:2] / 2
numerical_second = half_curvature / (2 * binding * (probe / field_unit)**2)
assert np.allclose(numerical_second, second_order, rtol=3e-3, atol=0)

# --- Tuning of the 1 -> 2 line ---
line = (formula_levels[1] - formula_levels[0]) * ghz_per_mev
tuning = (mean_height[1] - mean_height[0]) * 100 * mev_per_nm * ghz_per_mev
quadratic = ((second_order[1] - second_order[0]) * 2 * binding
             * (100 / field_unit)**2 * ghz_per_mev)              # GHz/(V/cm)^2
one_percent_field = 0.01 * tuning / abs(quadratic)               # V/cm

fields = [1, 10, 50, 100]     # V/cm
solved = []
for field in fields:
    shift = levels(100.0 * field) - free_levels
    solved.append((shift[1] - shift[0]) * ghz_per_mev)

linear_error = [abs(tuning * F - s) for F, s in zip(fields, solved)]
quadratic_error = [abs(tuning * F + quadratic * F**2 - s)
                   for F, s in zip(fields, solved)]
assert linear_error[0] < 0.01 * solved[0]
assert quadratic_error[0] < 0.1 * linear_error[0]
assert quadratic_error[1] < linear_error[1]

# --- Numbers for the text ---
print(f"relative permittivity eps (input): {permittivity:.3f}")
print(f"effective charge Z: {Z:.6f}")
print(f"Rydberg energy: {rydberg / 1e3:.4f} eV")
print(f"Bohr radius a0: {bohr:.6f} nm")
print(f"effective Bohr radius b: {b:.3f} nm")
for k in range(3):
    print(f"E_{k + 1} formula: {formula_levels[k]:.5f} meV")
    print(f"E_{k + 1} diagonalization: {free_levels[k]:.5f} meV")
print(f"binding energy: {binding:.4f} meV")
print(f"binding energy / k_B: {binding * 1e-3 * const.e / const.k:.2f} K")
for eps_other in (1.056, 1.058):
    other = image_strength(eps_other)**2 * rydberg
    print(f"binding energy for eps = {eps_other:.3f}: {other:.4f} meV")
print(f"1->2 energy: {formula_levels[1] - formula_levels[0]:.4f} meV")
print(f"1->2 frequency at zero field: {line:.2f} GHz")
for k in range(3):
    print(f"mean height n={k + 1}, formula: {mean_height[k]:.3f} nm")
    print(f"mean height n={k + 1}, from level slope: {slope[k]:.3f} nm")
print(f"field unit F0: {field_unit / 100:.1f} V/cm")
for k in range(2):
    print(f"second-order coefficient n={k + 1}, diagonalization: "
          f"{numerical_second[k]:.3f} (units 2 Z^2 Ry)")
print(f"linear tuning of 1->2: {tuning:.4f} GHz per V/cm")
print(f"quadratic coefficient of 1->2: {quadratic:.5f} GHz per (V/cm)^2")
print(f"field for 1% quadratic/linear: {one_percent_field:.2f} V/cm")
for F, s in zip(fields, solved):
    print(f"1->2 shift at {F} V/cm, linear law: {tuning * F:.3f} GHz")
    print(f"1->2 shift at {F} V/cm, solved: {s:.3f} GHz")
for F in fields[:2]:
    print(f"1->2 shift at {F} V/cm, linear + quadratic: "
          f"{tuning * F + quadratic * F**2:.3f} GHz")
print("PASS")
```

Printed output:

```
relative permittivity eps (input): 1.057
effective charge Z: 0.006928
Rydberg energy: 13.6057 eV
Bohr radius a0: 0.052918 nm
effective Bohr radius b: 7.639 nm
E_1 formula: -0.65295 meV
E_1 diagonalization: -0.65295 meV
E_2 formula: -0.16324 meV
E_2 diagonalization: -0.16324 meV
E_3 formula: -0.07255 meV
E_3 diagonalization: -0.07255 meV
binding energy: 0.6530 meV
binding energy / k_B: 7.58 K
binding energy for eps = 1.056: 0.6309 meV
binding energy for eps = 1.058: 0.6754 meV
1->2 energy: 0.4897 meV
1->2 frequency at zero field: 118.41 GHz
mean height n=1, formula: 11.458 nm
mean height n=1, from level slope: 11.458 nm
mean height n=2, formula: 45.832 nm
mean height n=2, from level slope: 45.832 nm
mean height n=3, formula: 103.123 nm
mean height n=3, from level slope: 103.127 nm
field unit F0: 1709.6 V/cm
second-order coefficient n=1, diagonalization: -1.500 (units 2 Z^2 Ry)
second-order coefficient n=2, diagonalization: -66.023 (units 2 Z^2 Ry)
linear tuning of 1->2: 0.8312 GHz per V/cm
quadratic coefficient of 1->2: -0.00697 GHz per (V/cm)^2
field for 1% quadratic/linear: 1.19 V/cm
1->2 shift at 1 V/cm, linear law: 0.831 GHz
1->2 shift at 1 V/cm, solved: 0.824 GHz
1->2 shift at 10 V/cm, linear law: 8.312 GHz
1->2 shift at 10 V/cm, solved: 7.760 GHz
1->2 shift at 50 V/cm, linear law: 41.558 GHz
1->2 shift at 50 V/cm, solved: 33.098 GHz
1->2 shift at 100 V/cm, linear law: 83.117 GHz
1->2 shift at 100 V/cm, solved: 58.889 GHz
1->2 shift at 1 V/cm, linear + quadratic: 0.824 GHz
1->2 shift at 10 V/cm, linear + quadratic: 7.615 GHz
PASS
```
